# Stochastic gradient descent for a Gaussian trial function in the oscillator: verification in Python

```python
"""
Stochastic gradient descent for psi = exp(-a x^2) in the harmonic oscillator.
Units: hbar = m = omega = 1 (energy in hbar*omega, a in m*omega/hbar).

Results under test:
  * exact-gradient descent a -> a - eta*E'(a) is linearly stable at a = 1/2
    for 0 < eta < 2/E''(1/2) = 1;
  * the covariance estimator of E'(a) from M independent points has
    standard deviation sqrt(r)*|E'(a)|, r = (14 + 2/(M-1))/M,
    so its noise vanishes at a = 1/2;
  * the linearized mean-square error shrinks only for eta < 1/(1+r).
E_L is the local energy, O = d ln(psi)/da, delta = a - 1/2.
"""
import numpy as np
import sympy as sp

rng = np.random.default_rng(12345)

# Local energy and logarithmic derivative from their definitions
xs, a_s = sp.symbols("x a", positive=True)
psi = sp.exp(-a_s * xs**2)
local_sym = sp.expand(sp.simplify(-sp.diff(psi, xs, 2) / (2 * psi) + xs**2 / 2))
logder_sym = sp.simplify(sp.diff(psi, a_s) / psi)
local_energy = sp.lambdify((xs, a_s), local_sym, "numpy")
log_derivative = sp.lambdify((xs, a_s), logder_sym, "numpy")
assert sp.simplify(local_sym - a_s - (sp.Rational(1, 2) - 2 * a_s**2) * xs**2) == 0

grid = np.linspace(-12.0, 12.0, 961)


def energy_quadrature(a):
    """Rayleigh quotient on a grid, kinetic energy from the squared slope."""
    wave = np.exp(-a * grid**2)
    slope = -2 * a * grid * wave
    return 0.5 * np.sum(slope**2 + (grid * wave)**2) / np.sum(wave**2)


def slope_quadrature(a, h=1e-4):
    return (energy_quadrature(a + h) - energy_quadrature(a - h)) / (2 * h)


def energy_formula(a):
    return a / 2 + 1 / (8 * a)


def slope_formula(a):
    return 0.5 - 1 / (8 * a**2)


def relative_variance(m):
    return (14 + 2 / (m - 1)) / m


def draw(a, shape):
    return rng.normal(0.0, np.sqrt(1 / (4 * a)), shape)


def covariance_gradient(a, m, replicas):
    """Twice the unbiased sample covariance of E_L and O, one per replica."""
    x = draw(a, (replicas, m))
    e = local_energy(x, a)
    o = log_derivative(x, a)
    e = e - e.mean(axis=1, keepdims=True)
    o = o - o.mean(axis=1, keepdims=True)
    return 2 * np.sum(e * o, axis=1) / (m - 1)


def separate_gradient(a, m, replicas):
    """Same mean, but the average of O in the product uses another batch."""
    x = draw(a, (replicas, m))
    other = draw(a, (replicas, m))
    e = local_energy(x, a)
    o = log_derivative(x, a)
    return 2 * ((e * o).mean(axis=1)
                - e.mean(axis=1) * log_derivative(other, a).mean(axis=1))


# Energy, slope and curvature
print("Energy and slope (hbar*omega units)")
for a in (0.8, 0.6, 0.5):
    e_num, g_num = energy_quadrature(a), slope_quadrature(a)
    assert abs(e_num - energy_formula(a)) < 1e-10
    assert abs(g_num - slope_formula(a)) < 1e-6
    print(f"  a={a:.2f}: E={e_num:.6f}, E'={g_num:.6f}")
h = 1e-3
curvature = (energy_quadrature(0.5 + h) - 2 * energy_quadrature(0.5)
             + energy_quadrature(0.5 - h)) / h**2
assert abs(curvature - 2) < 1e-4
print(f"Curvature E''(1/2) = {curvature:.4f}")
print(f"Step limit 2/E''(1/2) = {2 / curvature:.4f}")


# Exact-gradient descent with the slope taken from quadrature
def descend(eta, steps, start=0.6):
    path = [start]
    for _ in range(steps):
        path.append(path[-1] - eta * slope_quadrature(path[-1]))
    return np.array(path)


below = descend(0.95, 400)
edge_steps = 2000
edge = descend(1.0, edge_steps)
above = descend(1.05, 400)
assert abs(below[-1] - 0.5) < 1e-6
edge_law = 1 / np.sqrt(40 * edge_steps)
assert abs(abs(edge[-1] - 0.5) / edge_law - 1) < 0.05
assert min(abs(above[-1] - 0.5), abs(above[-2] - 0.5)) > 0.01
assert abs(above[-1] - above[-3]) < 1e-6
print("Exact-gradient descent from a = 0.6")
print(f"  eta=0.95, 400 steps: |a-1/2| = {abs(below[-1] - 0.5):.1e}")
print(f"  eta=1.00, {edge_steps} steps: |a-1/2| = {abs(edge[-1] - 0.5):.5f}")
print(f"  eta=1.00, law 1/sqrt(40 n) = {edge_law:.5f}")
print(f"  eta=1.05, alternates: a = {above[-2]:.4f} and {above[-1]:.4f}")

# Central moments of y = x^2 by quadrature against 2 sigma^4 and 60 sigma^8
a = 0.8
sigma2 = 1 / (4 * a)
weight = np.exp(-2 * a * grid**2)
weight /= weight.sum()
u = grid**2 - np.sum(weight * grid**2)
assert abs(np.sum(weight * u**2) / (2 * sigma2**2) - 1) < 1e-8
assert abs(np.sum(weight * u**4) / (60 * sigma2**4) - 1) < 1e-8

# Gradient noise measured over many independent batches
M, replicas = 100, 20000
r = relative_variance(M)
print(f"Points per batch M = {M}, batches = {replicas}")
print(f"Relative variance r = {r:.5f}, relative noise sqrt(r) = {np.sqrt(r):.4f}")
for a in (0.8, 0.6, 0.51, 0.5):
    g = covariance_gradient(a, M, replicas)
    predicted = np.sqrt(r) * abs(slope_formula(a))
    if a == 0.5:
        assert np.max(np.abs(g)) < 1e-13
    else:
        assert abs(g.mean() / slope_quadrature(a) - 1) < 0.015
        assert abs(g.std() / predicted - 1) < 0.04
    print(f"  a={a:.2f}: mean g={g.mean():.6f}, "
          f"std={g.std():.6f}, predicted std={predicted:.6f}")

# The smallest batch checks the pair term in the variance
g = covariance_gradient(0.8, 2, 1000000)
ratio = g.var() / slope_formula(0.8)**2
assert abs(ratio / relative_variance(2) - 1) < 0.07
print(f"M=2: relative variance measured {ratio:.2f}, "
      f"predicted {relative_variance(2):.2f}")

# One-step factors of delta close to the minimum
print(f"Mean-square step limit 1/(1+r) = {1 / (1 + r):.4f}")
delta = 1e-4
g = covariance_gradient(0.5 + delta, M, replicas)
for eta in (0.80, 0.95):
    factor = 1 - eta * g / delta
    square = np.mean(factor**2)
    predicted = 1 - 4 * eta + 4 * eta**2 * (1 + r)
    mean_log = np.mean(np.log(np.abs(factor)))
    assert abs(factor.mean() - (1 - 2 * eta)) < 0.03
    assert abs(square - predicted) < 0.1
    assert (square < 1) == (eta < 1 / (1 + r))
    assert mean_log < 0
    print(f"  eta={eta:.2f}: mean factor={factor.mean():.3f}, "
          f"mean log|factor|={mean_log:.3f}")
    print(f"    mean square={square:.3f}, predicted={predicted:.3f}")

# A complete stochastic run
eta, a = 0.25, 0.8
print(f"Stochastic run: eta={eta}, M={M}, start a={a}")
for step in range(41):
    g = covariance_gradient(a, M, 1)[0]
    if step in (0, 1, 2, 3, 5, 10, 20, 40):
        noise = np.sqrt(r) * abs(slope_formula(a))
        print(f"  step {step:2d}: a-1/2={a - 0.5:.3e}, "
              f"g={g:.3e}, noise std={noise:.1e}")
    if step < 40:
        a -= eta * g
assert abs(a - 0.5) < 1e-6

# Separate batches leave noise at the minimum and a persistent scatter
g = separate_gradient(0.5, M, replicas)
assert abs(g.std() * np.sqrt(M) - 1) < 0.03
print(f"Separate batches at a=1/2: std g={g.std():.4f}, "
      f"predicted={1 / np.sqrt(M):.4f}")
a, trace = 0.5, []
for step in range(8000):
    a -= eta * separate_gradient(a, M, 1)[0]
    trace.append(a - 0.5)
scatter = np.sqrt(np.mean(np.square(trace[100:])))
scatter_law = eta / np.sqrt(M * (1 - (1 - 2 * eta)**2))
assert abs(scatter / scatter_law - 1) < 0.15  # law is linear in delta
print(f"  rms of a-1/2 in a long run={scatter:.4f}, "
      f"linear estimate={scatter_law:.4f}")

print("PASS")
```

Output:

```
Energy and slope (hbar*omega units)
  a=0.80: E=0.556250, E'=0.304687
  a=0.60: E=0.508333, E'=0.152778
  a=0.50: E=0.500000, E'=-0.000000
Curvature E''(1/2) = 2.0000
Step limit 2/E''(1/2) = 1.0000
Exact-gradient descent from a = 0.6
  eta=0.95, 400 steps: |a-1/2| = 1.0e-08
  eta=1.00, 2000 steps: |a-1/2| = 0.00356
  eta=1.00, law 1/sqrt(40 n) = 0.00354
  eta=1.05, alternates: a = 0.4429 and 0.5869
Points per batch M = 100, batches = 20000
Relative variance r = 0.14020, relative noise sqrt(r) = 0.3744
  a=0.80: mean g=0.304321, std=0.112305, predicted std=0.114086
  a=0.60: mean g=0.153118, std=0.056903, predicted std=0.057205
  a=0.51: mean g=0.019420, std=0.007235, predicted std=0.007270
  a=0.50: mean g=0.000000, std=0.000000, predicted std=0.000000
M=2: relative variance measured 8.19, predicted 8.00
Mean-square step limit 1/(1+r) = 0.8770
  eta=0.80: mean factor=-0.601, mean log|factor|=-0.925
    mean square=0.726, predicted=0.719
  eta=0.95: mean factor=-0.901, mean log|factor|=-0.475
    mean square=1.327, predicted=1.316
Stochastic run: eta=0.25, M=100, start a=0.8
  step  0: a-1/2=3.000e-01, g=2.437e-01, noise std=1.1e-01
  step  1: a-1/2=2.391e-01, g=2.150e-01, noise std=1.0e-01
  step  2: a-1/2=1.853e-01, g=4.470e-01, noise std=8.8e-02
  step  3: a-1/2=7.357e-02, g=6.279e-02, noise std=4.5e-02
  step  5: a-1/2=4.352e-02, g=4.491e-02, noise std=2.9e-02
  step 10: a-1/2=1.661e-04, g=3.124e-04, noise std=1.2e-04
  step 20: a-1/2=1.468e-07, g=1.840e-07, noise std=1.1e-07
  step 40: a-1/2=-1.957e-13, g=-1.870e-13, noise std=1.5e-13
Separate batches at a=1/2: std g=0.0997, predicted=0.1000
  rms of a-1/2 in a long run=0.0301, linear estimate=0.0289
PASS
```
